\section*{Initial slope and nonexponential decay of current after field switch-off}

\section*{Question}

I am studying electron transport in a lightly doped semiconductor. A weak constant field drives a steady current and is then suddenly removed. Scattering is elastic, with a relaxation time $\tau(\varepsilon)$ that depends on electron energy.

With a single $\tau$ I get $J(t)=J_0e^{-t/\tau}$ and the mobility $\mu=e\tau/m$, so the decay and the mobility contain the same time. With $\tau(\varepsilon)$ I am stuck. Electrons of each energy should relax at the rate $1/\tau(\varepsilon)$, so I expected the current to start falling at the average of $1/\tau$. But the mobility contains the average of $\tau$, and these averages are not reciprocals of each other. Which one gives the initial slope? And is the rest of the curve still an exponential? I would like to see numbers for a realistic case.

\section*{Answer}

Your expectation overlooks how the electrons were prepared. The steady field has already given the slowly relaxing electrons a larger share of the current, and this changes the average that controls the initial slope.

\subsection*{Assumptions and linearized equation}

Take a uniform, nondegenerate electron gas of density $n$ in a parabolic band of mass $m$. The electron charge is $-e$. Let the field, of magnitude $E$, point along $-z$, so that the acceleration is $a=eE/m$ along $+z$. I count $J$ positive along the field. After switch-off the circuit holds the internal field at zero.

Write $f=f_0+\delta f$, with $f_0\propto e^{-mv^2/2kT}$ normalized to $n$. Since $\partial f_0/\partial v_z=-(mv_z/kT)f_0$, the Boltzmann equation to first order in the field is
\begin{equation}
\frac{\partial\delta f}{\partial t}=\frac{ma}{kT}v_zf_0+C[\delta f].
\end{equation}
Let $w(\varepsilon,\Theta)$ be the elastic scattering rate per solid angle through an angle $\Theta$. Then
\begin{equation}
C[\delta f]=\int d\Omega'\,w(\varepsilon,\Theta)\,[\delta f(\mathbf v')-\delta f(\mathbf v)].
\end{equation}
The source is proportional to $v_z$, so $\delta f=A(\varepsilon,t)\cos\theta$. When $\cos\theta'$ is averaged over azimuth around $\mathbf v$, the result is $\cos\theta\cos\Theta$. Hence
\begin{equation}
C[\delta f]=-\frac{\delta f}{\tau(\varepsilon)},\qquad
\frac1\tau=\int d\Omega'\,w(\varepsilon,\Theta)(1-\cos\Theta).
\end{equation}
Energy is conserved in each collision, so different energies do not mix.

\subsection*{The current after switch-off}

In the steady state the source balances the collisions:
\begin{equation}
\delta f(0)=\frac{ma}{kT}\,\tau v_zf_0 .
\end{equation}
With the field off, $\partial_t\delta f=-\delta f/\tau$, so this becomes $\delta f(t)=\delta f(0)e^{-t/\tau}$. The current is
\begin{equation}
J(t)=e\int v_z\,\delta f\,d^3v
=\frac{ema}{kT}\int v_z^2\,\tau e^{-t/\tau}f_0\,d^3v .
\end{equation}
Put $x=\varepsilon/kT$. The angular average of $v_z^2$ is $v^2/3=2kTx/(3m)$, and the number of electrons in $dx$ is $n x^{1/2}e^{-x}dx/\Gamma(3/2)$. Because $\tfrac32\Gamma(\tfrac32)=\Gamma(\tfrac52)$,
\begin{equation}
J(t)=nea\,\langle\langle\tau e^{-t/\tau}\rangle\rangle,\qquad
\langle\langle A\rangle\rangle=\frac{\int_0^\infty A\,x^{3/2}e^{-x}dx}{\Gamma(5/2)} .
\end{equation}
This average is normalized, $\langle\langle1\rangle\rangle=1$. At $t=0$, with $a=eE/m$, we get $J_0=ne\mu E$ and
\begin{equation}
\mu=\frac{e\langle\langle\tau\rangle\rangle}{m}.
\end{equation}

\subsection*{Why the initial slope gives the mobility time}

Differentiation brings down a factor $-1/\tau$, which cancels the $\tau$ left by the steady state:
\begin{equation}
J'(t)=-nea\,\langle\langle e^{-t/\tau}\rangle\rangle,\qquad J'(0^+)=-nea .
\end{equation}
Dividing by $J_0=nea\langle\langle\tau\rangle\rangle$ gives
\begin{equation}
-\frac{J'(0^+)}{J_0}=\frac1{\langle\langle\tau\rangle\rangle}.
\end{equation}
This is momentum balance. Before switch-off, collisions removed momentum as fast as the field supplied it. Just afterwards the supply is gone, but the distribution, and therefore the loss, is unchanged.

Your average appears in a different experiment. Suppose the field was on only for a time $t_{\rm on}$, starting from equilibrium. Then $\tau$ in $\delta f(0)$ is replaced by $\tau(1-e^{-t_{\rm on}/\tau})$, and
\begin{equation}
-\frac{J'(0^+)}{J(0)}=
\frac{\langle\langle1-e^{-t_{\rm on}/\tau}\rangle\rangle}
{\langle\langle\tau(1-e^{-t_{\rm on}/\tau})\rangle\rangle}.
\end{equation}
For long $t_{\rm on}$ this tends to $1/\langle\langle\tau\rangle\rangle$. For a very short pulse, $1-e^{-t_{\rm on}/\tau}\simeq t_{\rm on}/\tau$, and the rate becomes $\langle\langle1/\tau\rangle\rangle$, if that average is finite. The Cauchy--Schwarz inequality gives $1=\langle\langle\tau^{1/2}\tau^{-1/2}\rangle\rangle^2\le\langle\langle\tau\rangle\rangle\langle\langle1/\tau\rangle\rangle$, so the short-pulse current cannot start to decay more slowly than the steady one.

\subsection*{Why the decay is not exponential}

For $t>0$, let a bar denote the average with the normalized weight $x^{3/2}e^{-x}\tau e^{-t/\tau}$. Then $J'/J=-\overline{1/\tau}$ and $J''/J=\overline{1/\tau^2}$, so
\begin{equation}
\frac{d^2\ln J}{dt^2}=\frac{J''}{J}-\left(\frac{J'}{J}\right)^2
=\overline{\frac1{\tau^2}}-\left(\overline{\frac1\tau}\right)^2\ge0 .
\end{equation}
This is a variance. It vanishes only if $\tau$ is the same at all occupied energies; otherwise $\ln J$ curves upward. Fast-relaxing electrons drop out first, so the local decay time $-J/J'$ grows. A convex curve lies above its initial tangent, hence $J(t)\ge J_0e^{-t/\langle\langle\tau\rangle\rangle}$.

The area under the curve defines another time:
\begin{equation}
\int_0^\infty\frac{J}{J_0}\,dt=\frac{\langle\langle\tau^2\rangle\rangle}{\langle\langle\tau\rangle\rangle}\ge\langle\langle\tau\rangle\rangle .
\end{equation}

\subsection*{Acoustic phonons}

When the acoustic phonons that scatter the electrons have energies small compared with $kT$, deformation-potential scattering is nearly elastic. The squared coupling is proportional to the phonon wave number $q$ and the phonon occupation to $1/q$, so their product is constant. The rate then follows the density of final states, proportional to $\sqrt\varepsilon$, and $\tau=\tau_0x^{-1/2}$. Using $\langle\langle x^p\rangle\rangle=\Gamma(\tfrac52+p)/\Gamma(\tfrac52)$ and $\Gamma(\tfrac52)=3\sqrt\pi/4$,
\begin{equation}
\langle\langle\tau\rangle\rangle=\frac{4\tau_0}{3\sqrt\pi},\quad
\langle\langle\tau^2\rangle\rangle=\frac{2\tau_0^2}{3},\quad
\left\langle\left\langle\frac1\tau\right\rangle\right\rangle=\frac{8}{3\sqrt\pi\,\tau_0}.
\end{equation}
The area time is therefore $(3\pi/8)\langle\langle\tau\rangle\rangle$, and $\langle\langle\tau\rangle\rangle\langle\langle1/\tau\rangle\rangle=32/(9\pi)$.

For the whole curve set $s=t/\tau_0$ and $x=u^2$:
\begin{equation}
\frac J{J_0}=\int_0^\infty xe^{-x-s\sqrt x}dx
=2\int_0^\infty u^3e^{-u^2-su}du=-2G'''(s),
\end{equation}
where completing the square gives
\begin{equation}
G(s)=\int_0^\infty e^{-u^2-su}du=\frac{\sqrt\pi}2e^{s^2/4}\operatorname{erfc}\frac s2 .
\end{equation}
Since $\int_0^\infty(2u+s)e^{-u^2-su}du=1$, we have $-2G'+sG=1$, or $G'=(sG-1)/2$. Repeated use of this relation yields
\begin{align}
G''&=\frac{G+sG'}2=\left(\frac12+\frac{s^2}4\right)G-\frac s4,\\
G'''&=\frac{sG}2+\left(\frac12+\frac{s^2}4\right)\frac{sG-1}2-\frac14\nonumber\\
&=\left(\frac{3s}4+\frac{s^3}8\right)G-\frac12-\frac{s^2}8 .
\end{align}
Thus
\begin{equation}
\frac J{J_0}=1+\frac{s^2}4-\left(\frac{3s}2+\frac{s^3}4\right)G(s).
\end{equation}
At small $s$, $G\simeq\sqrt\pi/2$ and $J/J_0\simeq1-3\sqrt\pi s/4=1-t/\langle\langle\tau\rangle\rangle$, as required. At large $s$, putting $u=y/s$ in the integral gives $J/J_0\to(2/s^4)\int_0^\infty y^3e^{-y}dy=12/s^4$. This power-law tail comes from slow electrons, whose $\tau$ diverges in the ideal model.

\subsection*{Numbers for lightly doped germanium at 77 K}

These inputs are rough typical values for n-type germanium: $\mu=4\times10^4\ \mathrm{cm^2/Vs}$, $n=10^{13}\ \mathrm{cm^{-3}}$, $m_l=1.6\,m_0$ and $m_t=0.08\,m_0$, where $m_0$ is the free-electron mass. Take $E=1$ V/cm. Extra digits below only let the arithmetic be followed; the times in ps are no more accurate than these inputs.

Germanium has four equivalent ellipsoidal valleys. Assume that one $\tau(\varepsilon)$ relaxes every velocity component. Rescaling velocities makes each energy surface a sphere, so the surface average of $v_iv_j$ is $(2\varepsilon/3)(M^{-1})_{ij}$, with $M$ the valley's mass tensor. Summed over the cubic set of valleys this is isotropic, and the previous results hold with
\begin{equation}
\frac{m_0}{m}=\frac13\left(\frac2{0.08}+\frac1{1.6}\right)=8.54,\qquad m=0.117\,m_0 .
\end{equation}
Then
\begin{align}
\langle\langle\tau\rangle\rangle&=\frac{\mu m}e
=\frac{4.0\times0.1171\times9.109\times10^{-31}}{1.602\times10^{-19}}\ \mathrm s=2.66\ \mathrm{ps},\\
\tau_0&=\frac{2.663\ \mathrm{ps}}{0.7523}=3.54\ \mathrm{ps}.
\end{align}
The initial current density is $ne\mu E=0.064\ \mathrm{A/cm^2}$, and its slope is $-0.0641/2.663=-0.024\ \mathrm{A/cm^2}$ per ps. The area time is 3.14 ps. After a very short pulse the initial time would be 2.35 ps.

In the table, ``exp.'' is $e^{-t/\langle\langle\tau\rangle\rangle}$. The last column adds ionized impurities at the electron density, estimated in the Born approximation with one spherical mass, keeps $\tau_0$ fixed, and is normalized to its own initial current.

\begin{center}
\begin{tabular}{ccccc}
$t$ (ps) & $J/J_0$ & exp. & $-J/J'$ (ps) & with impurities\\
0 & 1 & 1 & 2.66 & 1\\
2.66 & 0.392 & 0.368 & 3.03 & 0.382\\
7.99 & 0.083 & 0.050 & 3.89 & 0.074\\
13.3 & 0.0244 & 0.0067 & 4.87 & 0.0184\\
26.6 & 0.0028 & 0.00005 & 7.66 & 0.0010
\end{tabular}
\end{center}

The early curve looks almost exponential, but a late fit misleads. Between 7.99 and 13.3 ps, an exponential through the two ideal values has the time $5.325/\ln(0.08296/0.02438)=4.35$ ps, about 1.6 times the mobility time.

\subsection*{How far to trust the model}

The initial slope is sturdier than the tail. For screened Coulomb scattering in the Born approximation, the impurities lower $\langle\langle\tau\rangle\rangle$ by 1.9\%, but at 26.6 ps they reduce the normalized current by a factor of 2.7. These are only estimates, because the Born approximation is poor at energies below the effective donor Rydberg, here about 12 meV. Exact partial waves for the same attractive potential give 1.4\% and a factor of about 2.2. Both estimates use one spherical mass, $0.217\,m_0$; with the ellipsoidal masses the Born values become 2.6\% and about 3.1. In every case the late current is far more sensitive than the initial slope. The impurities act most strongly on slow electrons. The two scattering rates become equal at 0.61 meV in the Born estimate, and at about 0.43 meV with partial waves. Take the Born value as a guide. At large $s$ the integrand $u^3e^{-su}$ peaks at $u=3/s$, so this energy dominates the ideal tail near 35 ps. The tail fails earlier, because an extra rate $1/\tau_i$ acts twice. It lowers the steady-state contribution at each energy by the factor $1/(1+\tau/\tau_i)$, and it then multiplies the decay by $e^{-t/\tau_i}$, which matters once $t$ is comparable with $\tau_i$. Even without impurities, $12/s^4$ is still 20\% above the ideal curve at 35 ps, so the power law should not be expected in this sample.

Electron--electron collisions and phonons that move electrons between valleys are not included here. Some other corrections for these inputs are:
\begin{itemize}
\item \textit{Inelasticity.} The rms acoustic phonon energy at $\varepsilon=kT$ is 1.5 meV, against $kT=6.6$ meV. Using total emission and absorption rates in a spherical band of mass $(m_l+2m_t)/3=0.587\,m_0$, with a sound speed of 5000 m/s, changes $\langle\langle\tau\rangle\rangle$ by about 1\%. Including the momentum that electrons keep when they scatter to a new energy makes the change in the mobility time about 1.6\%. The late curve shifts more: with the mobility held at its input value, the normalized current at 26.6 ps is about 10\% below the ideal entry in the table. These last two figures depend on the mass and sound speed chosen: they become 0.6\% and 4\% for $0.217\,m_0$, and 0.8\% and 5\% for 3500 m/s.
\item \textit{Optical phonons.} Electrons above the rough optical phonon energy of 37 meV carry 2.5\% of the ideal steady current. Emission that randomizes their direction can remove at most this share. Absorption acts at every energy: with a rough optical deformation potential of $5.5\times10^8$ eV/cm it lowers $\langle\langle\tau\rangle\rangle$ by about 0.5\% and the normalized current at 26.6 ps by about 4\%.
\item \textit{Switch-off time.} If the field falls linearly over 0.5 ps, the decay rate at the end of the ramp is 1.2\% below $1/\langle\langle\tau\rangle\rangle$.
\item \textit{Circuit.} The dielectric relaxation time, permittivity divided by conductivity, is 22 ps. If the circuit were opened just after the field had been brought to zero, charge displaced during one $\langle\langle\tau\rangle\rangle$ could build a reverse field of up to $2.66/22.1=12\%$ of the original. The effect on the late current is much larger than this figure suggests: in open circuit the reverse field peaks at about 11\% near 8 ps, where the current passes through zero instead of following the table. The late curve holds only if the field is kept at zero.
\end{itemize}

At much heavier doping, impurity scattering and degeneracy can be important, and these times should not be carried over. The numerical output below gives the remaining estimates. Two of its lines need care. The 35 ps quoted for the ideal tail marks only the energy crossover discussed above; the tail is already unreliable earlier. The heating estimate uses one mass for both the power from the field and the loss to phonons; with the ellipsoidal masses it is about five times smaller.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough, regime of lightly doped n-Ge)
temperature 77 K; kT 6.635 meV
mobility 40000 cm2/Vs; density 1.0e+13 cm^-3
field 1.0 V/cm; sound speed 5000 m/s
masses m_l 1.6, m_t 0.08 (free-electron masses)
relative permittivity 16; gap 0.7 eV
optical phonon energy 37 meV
RESULTS, ideal acoustic model
conductivity mass 0.1171 free-electron masses
<<tau>>/tau0 0.7523; <<tau>> 2.663 ps
tau0 3.539 ps
initial current density 0.0641 A/cm2
initial slope -0.02407 A/cm2 per ps
area time 3.137 ps; ratio to <<tau>> 1.1781
short-pulse initial time 2.353 ps
<<tau>><<1/tau>> 1.1318
t/<<tau>>, t (ps), J/J0, exponential, local time (ps), J/J0 with impurities
 0   0.000 1.000000 1.000000 2.663 1.000000
 1   2.663 0.391684 0.367879 3.033 0.382028
 2   5.325 0.171798 0.135335 3.443 0.161166
 3   7.988 0.082962 0.049787 3.887 0.073646
 5  13.313 0.024381 0.006738 4.865 0.018372
10  26.625 0.002772 0.000045 7.656 0.001032
NEGLECTED EFFECTS
drift speed 400.0 m/s; heating dT/T 0.188 %
rms acoustic phonon energy at kT 1.488 meV
<<tau>> change, inelastic total rate 1.06 %
inelastic low-energy crossover 0.167 meV
impurity relaxation time at kT 321.1 ps
<<tau>> change, impurities -1.86 %
impurity-acoustic crossover 0.612 meV
ideal tail doubtful beyond about 35.0 ps
there: ideal J/J0 1.045e-03, 12/s^4 1.258e-03
ramp 0.5 ps: initial-rate change -1.19 %
current share above optical phonon energy 2.49 %
density/effective density of states 7.57e-06
nonparabolicity kT/gap 0.95 %
longitudinal-mass share of current 2.44 %
dielectric relaxation time 22.11 ps
\end{verbatim}
